# Reduced energy and length: nuclear stopping on one curve, part 1

(Sections cited here and not found follow in the second part.)

## First half: from a collision to a reduced stopping law

**Q.** Nuclear stopping depends on the ion, the target atom and the energy. That makes two charges, two masses and a continuous variable. Why should I expect anything simpler than a separate table for every pair?

**A.** For an arbitrary interaction you should not. The simplification rests on a model, so let me state it. An ion with atomic number \(Z_1\), mass \(M_1\) and laboratory energy \(E\) moves through atoms with atomic number \(Z_2\) and mass \(M_2\). The atoms are free, at rest and randomly placed with number density \(N\). The ion meets them one at a time. Each collision is elastic and follows classical, non-relativistic mechanics under the repulsive potential

\[
V(r)=\frac{Z_1Z_2e^2}{r}\,\phi\!\left(\frac{r}{a}\right),\qquad \phi(0)=1 .
\]

Here \(e^2\) stands for \(e^2/(4\pi\varepsilon_0)\), so \(e^2/r\) is an energy. The screening function \(\phi\) is positive and decreases towards zero, because the electrons hide the nuclear charges from each other at large separation. The screening length \(a\) may differ from pair to pair. The strong assumption is that \(\phi\), as a function of \(r/a\), is the same for all pairs.

**Q.** Before any scaling, I want the energy given to the target atom. Where do the masses enter?

**A.** Work in the centre-of-mass frame, which moves with velocity

\[
\mathbf u=\frac{M_1}{M_1+M_2}\,\mathbf v ,
\]

where \(\mathbf v\) is the initial ion velocity. The target atom is at rest in the laboratory, so in this frame it starts with velocity \(-\mathbf u\). The two momenta in this frame are equal and opposite, of common size \(P\), and the kinetic energy is \(P^2/2M_1+P^2/2M_2\). An elastic collision restores that energy once the particles are far apart, so \(P\) returns to its initial value. The speeds are unchanged and the directions have turned through an angle \(\theta\).

Let \(R\) denote that rotation. The final target velocity in the laboratory is \(\mathbf v_2=\mathbf u-R\mathbf u\), and therefore

\[
v_2^2=u^2+u^2-2u^2\cos\theta=4u^2\sin^2\frac{\theta}{2}.
\]

The recoil energy is

\[
T=\tfrac12M_2v_2^2
=\tfrac12M_2\,\frac{4M_1^2v^2}{(M_1+M_2)^2}\sin^2\frac{\theta}{2}.
\]

Take out the factor \(E=\tfrac12M_1v^2\):

\[
T=\gamma E\sin^2\frac{\theta}{2},\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.
\]

A head-on collision has \(\theta=\pi\) and transfers \(\gamma E\), the largest possible amount. For equal masses \(\gamma=1\), and the ion can lose everything in one collision.

**Q.** The masses have gone into \(\gamma\), but \(\theta\) must depend on them too. A heavy ion is harder to deflect.

**A.** At a given laboratory energy \(\theta\) does depend on them, through one combination. Let \(\mathbf r=\mathbf r_1-\mathbf r_2\) be the separation and \(\mathbf F\) the force on the ion. The target atom feels \(-\mathbf F\), so

\[
\ddot{\mathbf r}=\frac{\mathbf F}{M_1}+\frac{\mathbf F}{M_2}
=\frac{\mathbf F}{\mu},\qquad \mu=\frac{M_1M_2}{M_1+M_2}.
\]

The relative motion is that of one particle of mass \(\mu\) in the potential \(V\). Its initial speed is \(v\), and its energy is

\[
E_c=\tfrac12\mu v^2=\frac{M_2}{M_1+M_2}\,E .
\]

Let \(p\) be the impact parameter and \(\chi\) the polar angle in the plane of motion, counted positive in the direction of travel. Conservation of angular momentum gives \(r^2\dot\chi=vp\). Conservation of energy gives

\[
\tfrac12\mu\dot r^2+\tfrac12\mu r^2\dot\chi^2+V(r)=E_c .
\]

The angular term equals \(\tfrac12\mu v^2p^2/r^2=E_cp^2/r^2\). Dividing the equation by \(E_c=\tfrac12\mu v^2\) and solving for \(\dot r^2\) gives

\[
\dot r^2=v^2\left[1-\frac{V(r)}{E_c}-\frac{p^2}{r^2}\right].
\]

Now divide \(\dot\chi=vp/r^2\) by \(|\dot r|\). The speed \(v\) cancels:

\[
\left|\frac{d\chi}{dr}\right|
=\frac{p}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} .
\]

The mass \(\mu\) no longer appears by itself. At fixed \(E_c\), a heavier relative particle follows the same path more slowly. The shape of the path, and hence \(\theta\), is a matter of \(V/E_c\) and \(p\).

**Q.** That is a slope. How do you get the deflection from it, and with what sign?

**A.** The separation shrinks from infinity to a smallest value \(r_0\), where \(\dot r=0\), and then grows again. The outgoing branch mirrors the incoming one, because the equation contains \(\dot r^2\) and not the sign of \(\dot r\). Each branch sweeps the same angle, so the total is twice the integral from \(r_0\) to infinity. An undeflected straight line sweeps \(\pi\). Repulsion turns the particle away earlier and reduces the swept angle, so the deflection is the shortfall:

\[
\theta=\pi-2\int_{r_0}^{\infty}
\frac{p\,dr}{r^2\sqrt{1-V(r)/E_c-p^2/r^2}} .
\]

As a check on the sign, put \(V=0\). Then \(r_0=p\), and with \(w=p/r\) the integral becomes \(\int_0^1dw/\sqrt{1-w^2}=\pi/2\). This gives \(\theta=0\), as it should.

**Q.** So far there are still charges, a screening length and an energy in the integral.

**A.** Measure both lengths in units of \(a\), with \(r=ax\) and \(p=ab\). The factor in front becomes

\[
\frac{p\,dr}{r^2}=\frac{(ab)(a\,dx)}{a^2x^2}=\frac{b\,dx}{x^2},
\]

and \(p^2/r^2=b^2/x^2\). The potential term is

\[
\frac{V(r)}{E_c}=\frac{Z_1Z_2e^2}{aE_c}\,\frac{\phi(x)}{x}.
\]

All the pair constants and the energy now sit in one dimensionless number. Its inverse is the reduced energy of Lindhard, Scharff and Schiott:

\[
\varepsilon=\frac{aE_c}{Z_1Z_2e^2}
=\frac{aM_2}{Z_1Z_2e^2(M_1+M_2)}\,E .
\]

With it the deflection is

\[
\theta(\varepsilon,b)=\pi-2b\int_{x_0}^{\infty}
\frac{dx}{x^2\sqrt{1-\dfrac{\phi(x)}{\varepsilon x}-\dfrac{b^2}{x^2}}} .
\]

The reduced energy has a direct meaning. It compares the collision energy with the unscreened Coulomb energy of the nuclei at separation \(a\). Equivalently, an unscreened head-on collision would stop at \(r=Z_1Z_2e^2/E_c=a/\varepsilon\). If \(\varepsilon\gg1\), the ion can get deep inside the screening cloud. If \(\varepsilon\ll1\), it is turned back in the region where screening matters strongly.

**Q.** The lower limit \(x_0\) is determined by the potential. Could it bring the pair constants back, or fail to be unique?

**A.** It is the zero of the expression under the root. Multiplying that expression by \(x>0\) gives

\[
g(x)=x-\frac{\phi(x)}{\varepsilon}-\frac{b^2}{x},\qquad
g'(x)=1-\frac{\phi'(x)}{\varepsilon}+\frac{b^2}{x^2}.
\]

Since \(\phi\) decreases, \(-\phi'\ge0\) and \(g'>0\). The function starts negative near \(x=0\) and ends positive at large \(x\), so it has one zero. The condition \(g(x_0)=0\) contains \(\varepsilon\), \(b\) and the shape \(\phi\), and nothing else. Thus \(\theta\) is a function of two numbers once the shape has been fixed.

**Q.** Two numbers make a surface, and you promised me a curve. What happens to \(b\)?

**A.** The ion does not choose its impact parameter in a random medium, so the mean loss sums over it. In a path element \(dx_{\rm p}\), the expected number of atoms between impact parameters \(p\) and \(p+dp\) is \(N\,2\pi p\,dp\,dx_{\rm p}\). I write \(x_{\rm p}\) for the physical path length, since \(x\) is already the reduced separation. Each of these atoms receives \(T\), so

\[
-\frac{dE}{dx_{\rm p}}=N S_n(E),\qquad
S_n(E)=\int_0^\infty T\,2\pi p\,dp .
\]

The minus sign is there because the ion loses what the atoms gain. Since \(2\pi p\,dp=\pi\,d(p^2)=\pi a^2\,d(b^2)\),

\[
S_n(E)=\pi a^2\gamma E\int_0^\infty
\sin^2\frac{\theta(\varepsilon,b)}{2}\,d(b^2).
\]

The remaining integral depends on \(\varepsilon\) alone. I assume that \(\phi\) falls fast enough for the integral to converge. The unscreened potential does not meet this condition, which is worth a separate look.

**Q.** There is still \(\pi a^2\gamma E\) in front, with a different value for each pair. This is where a reduced length comes in, I suppose. Is it forced on us or merely convenient?

**A.** It follows from writing the loss in terms of \(\varepsilon\). At fixed pair constants \(\varepsilon\) is proportional to \(E\), so \(d\varepsilon/dE=\varepsilon/E\). Hence

\[
-\frac{d\varepsilon}{dx_{\rm p}}
=\frac{\varepsilon}{E}\,N S_n
=N\pi a^2\gamma\;\varepsilon\int_0^\infty
\sin^2\frac{\theta(\varepsilon,b)}{2}\,d(b^2).
\]

The energy \(E\) has cancelled. What is left in front is a constant with the dimension of an inverse length, and it can be absorbed by the reduced length

\[
\rho=N\pi a^2\gamma\,x_{\rm p}
=4\pi a^2N\,\frac{M_1M_2}{(M_1+M_2)^2}\,x_{\rm p}.
\]

Dividing the previous equation by \(d\rho/dx_{\rm p}=N\pi a^2\gamma\) gives

\[
-\frac{d\varepsilon}{d\rho}=s_n(\varepsilon),\qquad
s_n(\varepsilon)=\varepsilon\int_0^\infty
\sin^2\frac{\theta(\varepsilon,b)}{2}\,d(b^2).
\]

No charge, mass, density or screening length remains. You could multiply \(\rho\) by a fixed pure number, and the curve would be divided by that number. This much is convention. The dependence on \(a\), \(N\) and the masses is not, if the curve is to be common to all pairs.

**Q.** What does \(\rho\) count?

**A.** The product \(N\pi a^2x_{\rm p}\) is the mean number of atoms in a cylinder of radius \(a\) around the path. It counts the atoms met with an impact parameter below one screening length. This is not the distance of closest approach, which at small \(\varepsilon\) exceeds \(a\) even in a head-on collision. The factor \(\gamma\) weights each of them with the largest fraction of the energy it can take. An ion much lighter than the target atom can transfer only a small part of its energy even in a head-on collision, and \(\gamma\) accounts for that.

**Q.** I am not yet persuaded that this is more than relabelling. Any quantity can be divided by something until it looks universal.

**A.** The test of content is how much freedom the division had. Return to physical units. From the definition of \(\varepsilon\),

\[
\frac{E}{\varepsilon}=\frac{Z_1Z_2e^2(M_1+M_2)}{aM_2}.
\]

The stopping cross-section is \(S_n=\pi a^2\gamma\,(E/\varepsilon)\,s_n\), so

\[
S_n=\pi a^2\,\frac{4M_1M_2}{(M_1+M_2)^2}\,
\frac{Z_1Z_2e^2(M_1+M_2)}{aM_2}\,s_n(\varepsilon).
\]

One power of \(a\), the factor \(M_2\) and one factor \(M_1+M_2\) cancel:

\[
S_n(E)=4\pi a\,Z_1Z_2e^2\,\frac{M_1}{M_1+M_2}\,s_n(\varepsilon).
\]

Each pair has two constants, one that stretches the energy axis and one that stretches the stopping axis. Both are known before any collision is calculated, and neither depends on energy. On logarithmic axes the curves of all pairs are shifted copies of one another. An arbitrary family of functions of \(E\) does not have this property.

**Q.** I remember that Lindhard, Scharff and Schiott also wrote the differential cross-section with a single variable. Did you use that?

**A.** No. For a given \(\varepsilon\), the cross-section for a recoil with \(T/(\gamma E)=\sin^2(\theta/2)\) is \(\pi a^2|d(b^2)|\), taken where \(\theta(\varepsilon,b)\) has the required value. In general that depends on both \(\varepsilon\) and \(T/(\gamma E)\). Merging those two into one variable is a further approximation. The mean loss has already been integrated over \(T\), so its collapse needs no such step.

**Q.** Can I integrate the law to find how far an ion travels?

**A.** Under extra conditions. If nuclear stopping were the sole loss and fluctuations were ignored, separating the variables would give the reduced path between \(\varepsilon_i\) and a lower value \(\varepsilon_f\):

\[
\rho_{i\to f}=\int_{\varepsilon_f}^{\varepsilon_i}\frac{d\varepsilon}{s_n(\varepsilon)} .
\]

This is a path length along a bent track, not a depth below the surface. Individual losses can also be a large part of the energy when \(\gamma\) is near one, so a single ion may depart widely from the mean.

## Second half: the curve, its limits and ions in iron

The first half gave, for impact parameter \(p=ab\) and centre-of-mass deflection \(\theta(\varepsilon,b)\),

\[
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)},\qquad
\rho=N\pi a^2\gamma x_{\rm p},\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\]

\[
-\frac{d\varepsilon}{d\rho}=s_n(\varepsilon)
=\varepsilon\int_0^\infty\sin^2\frac{\theta}{2}\,d(b^2),\qquad
S_n=4\pi aZ_1Z_2e^2\frac{M_1}{M_1+M_2}\,s_n(\varepsilon).
\]

Here \(E\) is the laboratory energy, \(a\) the screening length, \(N\) the atomic density and \(x_{\rm p}\) the path length. Subscript 1 marks the ion and 2 the target atom. The potential is \(V=(Z_1Z_2e^2/r)\,\phi(r/a)\), and the loss per path length is \(NS_n\).

**Q.** Then give me a shape and some numbers. An integral I cannot see is hard to argue with.

**A.** Take the Molière shape

\[
\phi(x)=0.35\,e^{-0.3x}+0.55\,e^{-1.2x}+0.10\,e^{-6x},
\]

whose weights add up to one, and Lindhard's screening length

\[
a=\left(\frac{9\pi^2}{128}\right)^{1/3}
\frac{a_0}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}},
\]

with \(a_0\) the Bohr radius. Both are model choices. Numerical integration gives these values:

| \(\varepsilon\) | \(s_n\) |
|---|---|
| 0.001 | 0.076 |
| 0.01 | 0.230 |
| 0.1 | 0.371 |
| 1 | 0.320 |
| 10 | 0.121 |
| 100 | 0.024 |

The highest point found is \(s_n=0.380\) at \(\varepsilon=0.198\).

**Q.** Now use real ions. I want them as different as possible, in the same target.

**A.** Let N, Fe and W ions enter bcc-Fe in a random direction, with rounded masses of 14, 56 and 184 u. The crystal supplies only its density here. With two atoms per cubic cell and a rough lattice parameter of 2.87 Å, \(N=2/(2.87\ \text{Å})^3=0.0846\ \text{Å}^{-3}\). Channelling and binding to the lattice are left out.

For Fe in Fe, \(a=0.1118\) Å. With \(e^2=14.40\) eV Å, the energy that corresponds to \(\varepsilon=1\) is

\[
\frac{E}{\varepsilon}
=\frac{26\cdot26\cdot14.40\ \text{eV Å}}{0.1118\ \text{Å}}\cdot\frac{112}{56}
\approx174\ \text{keV}.
\]

The same formula gives 24.7 keV for N and 1302 keV for W. The factors \(S_n/s_n\) are 875, 6839 and 24337 eV Å\(^2\) for N, Fe and W. I keep these digits so that the arithmetic can be followed. The model does not predict real stopping that finely.

For a common screening shape, nuclear stopping reduces to one curve \(s_n(\varepsilon)\), which has been computed for the Molière shape together with the pair constants for N, Fe and W ions in iron. It remains to test the collapse against independently calculated trajectories, and to examine the role of the screening model, the high- and low-energy limits and where the assumptions fail.
